# Standard Error of the Weibull Slope from Complete Lifetimes: a program that tests the result

```python
"""Weibull slope error from complete lifetimes.

Result under test: for F(t) = 1 - exp(-(t/eta)**beta) with beta and eta both
unknown, the maximum-likelihood slope from n complete lifetimes has asymptotic
relative standard error (sqrt(6)/pi)/sqrt(n) = 0.78/sqrt(n).
beta: slope; eta: scale (63.2 % life); the information matrix refers to the
parameters (beta, ln eta) and to one device. Example: breakdown of a thin SiO2
gate oxide at constant voltage, with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import digamma, gamma
from scipy.stats import weibull_min

rng = np.random.default_rng(12345)
EULER = np.euler_gamma

# Example inputs
beta, eta = 1.5, 200.0                # slope; scale in s
n_devices = 50
area_test, area_chip = 1e-5, 0.1      # cm2
fail_fraction = 1e-4
thickness, thickness_sd = 2.5, 0.02   # nm
oxide_voltage = 3.6                   # V
barrier_eV, mass_ratio = 3.1, 0.42    # SiO2 barrier, tunnelling mass
activation_eV, temperature, temperature_sd = 0.6, 398.0, 0.5  # eV, K, K


def information(b, scale, stop=None):
    """Mean outer product of numerically differentiated log-likelihoods."""
    step = 1e-4
    upper = np.log(scale) + 4.5 / b if stop is None else np.log(stop)
    log_t = np.linspace(np.log(scale) - 40 / b, upper, 20001)
    t = np.exp(log_t)

    def scores(log_like):
        d_b = (log_like(b + step, scale) - log_like(b - step, scale))
        d_s = (log_like(b, scale * np.exp(step))
               - log_like(b, scale * np.exp(-step)))
        return np.array([d_b, d_s]) / (2 * step)

    s = scores(lambda q, c: weibull_min.logpdf(t, q, scale=c))
    weight = weibull_min.pdf(t, b, scale=scale) * t
    info = simpson(s[:, None] * s[None, :] * weight, x=log_t, axis=-1)
    if stop is not None:
        s = scores(lambda q, c: weibull_min.logsf(stop, q, scale=c))
        info = info + np.outer(s, s) * weibull_min.sf(stop, b, scale=scale)
    return info


def fit_both(log_t):
    """Maximum-likelihood slope and ln(scale), one fit per row."""
    centre = log_t.mean(axis=1)
    x = log_t - centre[:, None]
    b = np.pi / np.sqrt(6) / x.std(axis=1)
    for _ in range(12):
        w = np.exp(b[:, None] * x)
        total = w.sum(axis=1)
        w *= x
        m1 = w.sum(axis=1) / total
        w *= x
        m2 = w.sum(axis=1) / total
        change = (m1 - 1 / b) / (m2 - m1**2 + 1 / b**2)
        b = b - change
        if np.max(np.abs(change)) < 1e-10:
            break
    assert np.all(b > 0) and np.max(np.abs(change)) < 1e-7
    log_scale = centre + np.log(np.exp(b[:, None] * x).mean(axis=1)) / b
    return b, log_scale


def fit_slope_known_scale(log_t, scale):
    x = log_t - np.log(scale)
    b = np.full(len(x), beta)
    for _ in range(10):
        w = np.exp(b[:, None] * x) * x
        value = 1 / b + x.mean(axis=1) - w.mean(axis=1)
        change = value / (1 / b**2 + (w * x).mean(axis=1))
        b = b + change
        if np.max(np.abs(change)) < 1e-10:
            break
    assert np.max(np.abs(change)) < 1e-7
    return b


def draw_log_lifetimes(rows, columns):
    z = rng.standard_exponential((rows, columns))
    return np.log(eta) + np.log(z) / beta


# Information matrix: definition against derived formula
c_joint = np.sqrt(6) / np.pi
c_known = 1 / np.sqrt(np.pi**2 / 6 + (1 - EULER)**2)
for b_try, scale_try in [(0.8, 3.0), (beta, eta), (4.0, 1e5)]:
    derived = np.array([[1 / (c_known * b_try)**2, -(1 - EULER)],
                        [-(1 - EULER), b_try**2]])
    numeric = information(b_try, scale_try)
    assert np.allclose(numeric, derived, rtol=1e-5, atol=1e-6)
    rel_error = np.sqrt(np.linalg.inv(numeric)[0, 0]) / b_try
    assert abs(rel_error - c_joint) < 1e-5
info = information(beta, eta)
c_numeric = np.sqrt(np.linalg.inv(info)[0, 0]) / beta

# Large-sample limit of the slope equation, by quadrature
grid = np.linspace(-40 / beta, 4.5 / beta, 20001)
density = weibull_min.pdf(np.exp(grid), beta) * np.exp(grid)
for ratio in (0.6, 1.0, 1.7):
    b = ratio * beta
    power = density * np.exp(b * grid)
    limit = (simpson(power * grid, x=grid) / simpson(power, x=grid)
             - 1 / b - simpson(density * grid, x=grid))
    assert abs(limit - (digamma(ratio) + EULER) / beta) < 1e-6

# Simulated fits, large samples: slope error and projected lifetime
area_ratio = area_chip / area_test
w_proj = np.log(-np.log1p(-fail_fraction) / area_ratio)
c_life = np.sqrt(1 + 6 / np.pi**2 * (1 - EULER - w_proj)**2) / beta
n_large = 500
log_t = draw_log_lifetimes(10000, n_large)
b_fit, s_fit = fit_both(log_t)
c_sim = b_fit.std() / beta * np.sqrt(n_large)
b_known = fit_slope_known_scale(log_t, eta)
c_known_sim = b_known.std() / beta * np.sqrt(n_large)
c_life_sim = (s_fit + w_proj / b_fit).std() * np.sqrt(n_large)
# 4 %: sampling error of a simulated spread (0.7 %) plus terms of order 1/n
assert abs(c_sim / c_joint - 1) < 0.04
assert abs(c_known_sim / c_known - 1) < 0.04
assert c_sim > c_known_sim
assert abs(c_life_sim / c_life - 1) < 0.04

# Area law: the weakest of 100 equal areas
weakest = np.exp(log_t.reshape(-1, 100).min(axis=1)).mean()
predicted = eta * 100**(-1 / beta) * gamma(1 + 1 / beta)
assert abs(weakest / predicted - 1) < 0.02   # sampling error 0.3 %
del log_t

# The example's own sample size
log_t = draw_log_lifetimes(20000, n_devices)
b_small, s_small = fit_both(log_t)
life_sd_small = (s_small + w_proj / b_small).std()
rank = (np.arange(1, n_devices + 1) - 0.3) / (n_devices + 0.4)
y = np.log(-np.log1p(-rank))
y = y - y.mean()
x = np.sort(log_t, axis=1)
x = x - x.mean(axis=1)[:, None]
b_line = (x @ y) / (x**2).sum(axis=1)
spread_ml = b_small.std() / b_small.mean()
spread_line = b_line.std() / b_line.mean()
assert spread_line > spread_ml

# One defective capacitor among the sample
log_t[:, 0] = np.log(eta / 1000)
b_defect, _ = fit_both(log_t)
defect_shift = b_defect.mean() / b_small.mean() - 1
assert defect_shift < 0

# Test stopped at t = eta: outer-product against second-derivative form
c_stop = np.sqrt(np.linalg.inv(information(beta, eta, eta))[0, 0]) / beta
p_fail = 1 - np.exp(-1)
a2 = quad(lambda z: z * np.log(z)**2 * np.exp(-z), 0, 1)[0]
a1 = quad(lambda z: z * np.log(z) * np.exp(-z), 0, 1)[0]
c_stop_hess = np.sqrt(p_fail / (p_fail * (p_fail + a2) - a1**2))
assert abs(c_stop / c_stop_hess - 1) < 1e-4

# Fowler-Nordheim current: effect of thickness scatter at fixed voltage
barrier = barrier_eV * const.e
mass = mass_ratio * const.m_e
fn_field = (4 * np.sqrt(2 * mass) * barrier**1.5
            / (3 * const.hbar * const.e)) * 1e-9        # V/nm
field = oxide_voltage / thickness                       # V/nm
assert oxide_voltage > barrier_eV                       # triangular barrier
exit_nm = barrier_eV / field
wkb = 2 * quad(lambda d: np.sqrt(2 * mass * const.e * max(
    barrier_eV - field * d, 0.0)) / const.hbar * 1e-9, 0, exit_nm)[0]
assert abs(wkb / (fn_field / field) - 1) < 1e-5


def log_current(d):
    return 2 * np.log(oxide_voltage / d) - fn_field * d / oxide_voltage


sensitivity = 2 / thickness + fn_field / oxide_voltage  # 1/nm
slope_fd = (log_current(thickness + 1e-4)
            - log_current(thickness - 1e-4)) / 2e-4
assert abs(slope_fd / -sensitivity - 1) < 1e-6
scatter_thick = sensitivity * thickness_sd
k_eV = const.k / const.e
scatter_temp = activation_eV / (k_eV * temperature**2) * temperature_sd


def apparent_ratio(scatter):
    """Large-sample fitted slope over beta when ln(eta) is scattered."""
    return brentq(lambda r: digamma(r) + EULER + r * (beta * scatter)**2,
                  0.2, 1.0 + 1e-9)


ratio_thick = apparent_ratio(scatter_thick)
ratio_temp = apparent_ratio(scatter_temp)
mixed = draw_log_lifetimes(1, 2000000)
mixed += scatter_thick * rng.standard_normal(mixed.shape)
ratio_sim = fit_both(mixed)[0][0] / beta
assert abs(ratio_sim - ratio_thick) < 0.003  # sampling error 0.0006

# Results
root_n = np.sqrt(n_devices)
life_sd = c_life / root_n
life = eta * np.exp(w_proj / beta)
n_five = int(np.ceil((c_joint / 0.05)**2))
print(f"slope beta (input): {beta:.2f}")
print(f"scale eta (input): {eta:.0f} s")
print(f"devices n (input): {n_devices}")
print(f"test area, chip gate area: {area_test:.0e}, {area_chip:.1f} cm2")
print(f"target failure fraction: {fail_fraction:.0e}")
print(f"information beta,beta: {info[0, 0]:.4f}")
print(f"information beta,ln eta: {info[0, 1]:.4f}")
print(f"information ln eta,ln eta: {info[1, 1]:.4f}")
print(f"determinant: {np.linalg.det(info):.4f}; pi^2/6: {np.pi**2/6:.4f}")
print(f"coefficient sqrt(6)/pi: {c_joint:.4f}")
print(f"coefficient from integrated information: {c_numeric:.4f}")
print(f"coefficient simulated, n={n_large}: {c_sim:.3f}")
print(f"coefficient if eta known: {c_known:.4f}")
print(f"same, simulated, n={n_large}: {c_known_sim:.3f}")
print(f"relative slope error, example: {100*c_joint/root_n:.1f} %")
print(f"absolute slope error, example: {beta*c_joint/root_n:.3f}")
print(f"devices for 5 % slope error: {n_five}")
print(f"projection variable w: {w_proj:.2f}")
print(f"projected life at stress: {life:.2e} s")
print(f"standard error of ln(life): {life_sd:.2f}")
print(f"one-sigma factor on life: {np.exp(life_sd):.1f}")
print(f"ln(life) coefficient, formula: {c_life:.2f}")
print(f"ln(life) coefficient, simulated n={n_large}: {c_life_sim:.2f}")
print(f"n=50 simulated spread of ln(life): {life_sd_small:.2f}")
print(f"n=50 mean slope bias: {100*(b_small.mean()/beta-1):.1f} %")
print(f"n=50 slope spread over true beta: {100*b_small.std()/beta:.1f} %")
print(f"n=50 spread over mean, max. likelihood: {100*spread_ml:.1f} %")
print(f"n=50 spread over mean, line fit: {100*spread_line:.1f} %")
print(f"oxide thickness, scatter: {thickness:.1f}, {thickness_sd:.2f} nm")
print(f"oxide voltage: {oxide_voltage:.1f} V; field: {10*field:.1f} MV/cm")
print(f"barrier: {barrier_eV:.1f} eV; mass: {mass_ratio:.2f} m_e")
print(f"Fowler-Nordheim constant: {10*fn_field:.0f} MV/cm")
print(f"d ln(eta)/d thickness: {sensitivity:.2f} 1/nm")
print(f"scatter of ln(eta) from thickness: {scatter_thick:.3f}")
print(f"slope shift from thickness: {100*(ratio_thick-1):.1f} %")
print(f"same, simulated: {100*(ratio_sim-1):.1f} %")
print(f"activation energy: {activation_eV:.1f} eV")
print(f"temperature, scatter: {temperature:.0f}, {temperature_sd:.1f} K")
print(f"scatter of ln(eta) from temperature: {scatter_temp:.3f}")
print(f"slope shift from temperature: {100*(ratio_temp-1):.2f} %")
print(f"failed fraction if stopped at eta: {100*p_fail:.1f} %")
print(f"coefficient if stopped at eta: {c_stop:.3f}")
print(f"slope error if stopped at eta: {100*c_stop/root_n:.1f} %")
print(f"defective capacitor fails at: {eta/1000:.1f} s")
print(f"mean slope shift from one defect: {100*defect_shift:.1f} %")
print("success")
```

Running it gives:

```
slope beta (input): 1.50
scale eta (input): 200 s
devices n (input): 50
test area, chip gate area: 1e-05, 0.1 cm2
target failure fraction: 1e-04
information beta,beta: 0.8105
information beta,ln eta: -0.4228
information ln eta,ln eta: 2.2500
determinant: 1.6449; pi^2/6: 1.6449
coefficient sqrt(6)/pi: 0.7797
coefficient from integrated information: 0.7797
coefficient simulated, n=500: 0.782
coefficient if eta known: 0.7405
same, simulated, n=500: 0.739
relative slope error, example: 11.0 %
absolute slope error, example: 0.165
devices for 5 % slope error: 244
projection variable w: -18.42
projected life at stress: 9.28e-04 s
standard error of ln(life): 1.39
one-sigma factor on life: 4.0
ln(life) coefficient, formula: 9.82
ln(life) coefficient, simulated n=500: 9.81
n=50 simulated spread of ln(life): 1.39
n=50 mean slope bias: 2.9 %
n=50 slope spread over true beta: 11.8 %
n=50 spread over mean, max. likelihood: 11.5 %
n=50 spread over mean, line fit: 14.7 %
oxide thickness, scatter: 2.5, 0.02 nm
oxide voltage: 3.6 V; field: 14.4 MV/cm
barrier: 3.1 eV; mass: 0.42 m_e
Fowler-Nordheim constant: 242 MV/cm
d ln(eta)/d thickness: 7.51 1/nm
scatter of ln(eta) from thickness: 0.150
slope shift from thickness: -2.9 %
same, simulated: -3.0 %
activation energy: 0.6 eV
temperature, scatter: 398, 0.5 K
scatter of ln(eta) from temperature: 0.022
slope shift from temperature: -0.07 %
failed fraction if stopped at eta: 63.2 %
coefficient if stopped at eta: 1.133
slope error if stopped at eta: 16.0 %
defective capacitor fails at: 0.2 s
mean slope shift from one defect: -11.4 %
success
```
